# The inverse effective-mass tensor from second-order k·p perturbation theory

## 1. What symmetry and dimensions already fix

Let band $n$ have energy $E_n(\mathbf k)$, smooth near $\mathbf k_0$. Its inverse mass tensor is defined by

$$\left(\frac1m\right)_{ij}=\frac1{\hbar^2}\frac{\partial^2E_n}{\partial k_i\,\partial k_j}\bigg|_{\mathbf k_0}.$$

Second derivatives commute and energies are real, so this tensor $T_{ij}$ is real and symmetric. Suppose $\mathbf k_0$ lies on the [001] axis of a cubic crystal whose symmetry includes a quarter turn about that axis, possibly combined with a fractional translation. The band energy is unchanged by the turn $\hat x\to\hat y$, $\hat y\to-\hat x$. Hence

$$T_{xx}=T_{yy},\qquad T_{xy}=-T_{yx},\qquad T_{xz}=T_{yz}=-T_{xz}.$$

The second relation, with $T_{xy}=T_{yx}$, gives $T_{xy}=0$. The third gives $T_{xz}=T_{yz}=0$. Two numbers remain, a transverse mass $m_t$ and a longitudinal mass $m_l$.

Dimensions restrict how other bands can enter. A displacement $\mathbf q=\mathbf k-\mathbf k_0$ couples bands $n$ and $l$ through an energy of the form $\hbar\mathbf q\cdot\mathbf p_{nl}/m_0$, where $\mathbf p_{nl}$ is a momentum matrix element and $m_0$ the free-electron mass. A shift quadratic in this coupling must be divided by an energy, and the one that belongs to the pair is $E_n-E_l$. With the free kinetic energy included, the expected form is

$$\left(\frac{m_0}{m}\right)_{ij}=\delta_{ij}+\frac{C}{m_0}\sum_{l\ne n}\frac{\mathrm{Re}(p^i_{nl}p^j_{ln})}{E_n-E_l}.$$

The pure number $C$, the sign and the conditions of validity have to be derived.

## 2. Simplest case: two levels, one direction

Take two levels $E_n$ and $E_l$ at $q=0$, with signed separation $g=E_n-E_l$, no diagonal momentum, and coupling $\hbar qP/m_0$:

$$H(q)=\frac{\hbar^2q^2}{2m_0}+\begin{pmatrix}E_n&\hbar qP/m_0\\ \hbar qP^*/m_0&E_l\end{pmatrix}.$$

Write $y=\hbar^2q^2|P|^2/m_0^2$. If $W$ is an eigenvalue of the matrix, then $(W-E_n)(W-E_l)=y$. The root that tends to $E_n$ as $q\to0$ is

$$W=\frac{E_n+E_l}{2}+\frac g2\sqrt{1+\frac{4y}{g^2}},$$

for either sign of $g$. The expansion $\sqrt{1+x}=1+x/2-x^2/8+\dots$ with $x=4y/g^2$ gives

$$W=E_n+\frac{y}{g}-\frac{y^2}{g^3}+\dots$$

The total energy is therefore

$$E=E_n+\frac{\hbar^2q^2}{2m_0}\left(1+\frac{2|P|^2}{m_0g}\right)+O(q^4),$$

so that $m_0/m=1+2|P|^2/(m_0g)$ and $C=2$ in this model.

If $P\to0$ or $|g|\to\infty$, the free mass returns. If $g\to0$ at fixed $P$, the square root becomes $|q|$ and there is no mass to define. The parabola requires $4y\ll g^2$, so a small gap shortens its range as well as changing its curvature.

The sign is already visible. A partner below has $g>0$ and pushes $n$ upward as $q$ grows, which adds curvature. A partner above has $g<0$ and removes curvature.

## 3. The same coupling in a crystal

Now let one electron move in a periodic local potential, $H=p^2/2m_0+V(\mathbf r)$, with spin-orbit coupling left out. Write $\psi=e^{i\mathbf k\cdot\mathbf r}u$ with $u$ periodic. Since $\mathbf p=-i\hbar\nabla$,

$$\mathbf p\,(e^{i\mathbf k\cdot\mathbf r}u)=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)u,$$

and $u$ is an eigenfunction of $H(\mathbf k)=(\mathbf p+\hbar\mathbf k)^2/2m_0+V$. Put $\mathbf k=\mathbf k_0+\mathbf q$ and expand the square. The constant vector $\mathbf q$ commutes with $\mathbf p$, so

$$H(\mathbf k_0+\mathbf q)=H(\mathbf k_0)+\frac{\hbar}{m_0}\mathbf q\cdot(\mathbf p+\hbar\mathbf k_0)+\frac{\hbar^2q^2}{2m_0}.$$

Let $u_l$ be the orthonormal eigenfunctions of $H(\mathbf k_0)$, with energies $E_l$. They form a complete set for periodic functions. Define

$$\mathbf p_{ls}=\langle u_l|\mathbf p+\hbar\mathbf k_0|u_s\rangle=\langle\psi_l|\mathbf p|\psi_s\rangle .$$

This is the momentum between Bloch states. For $l\ne s$ the constant $\hbar\mathbf k_0$ drops out by orthogonality; for $l=s$ it must be kept.

Expand $u=\sum_s c_su_s$ and project the eigenvalue equation on $u_l$. With $W=E-\hbar^2q^2/2m_0$,

$$(W-E_l)c_l=\frac{\hbar}{m_0}\sum_s\mathbf q\cdot\mathbf p_{ls}\,c_s .$$

Assume that $E_n$ is nondegenerate at $\mathbf k_0$, and scale the solution so that $c_n=1$. For $l\ne n$, separate the term $s=n$:

$$(W-E_l)c_l=\frac{\hbar}{m_0}\Big[\mathbf q\cdot\mathbf p_{ln}+\sum_{s\ne n}\mathbf q\cdot\mathbf p_{ls}c_s\Big].$$

The amplitudes $c_s$ with $s\ne n$ are of order $q$, so the sum in the bracket is of order $q^2$. Also $W=E_n+O(q)$, and replacing $W$ by $E_n$ on the left changes $c_l$ at order $q^2$. Thus

$$c_l=\frac{\hbar}{m_0}\frac{\mathbf q\cdot\mathbf p_{ln}}{E_n-E_l}+O(q^2).$$

The equation for $l=n$ reads

$$W=E_n+\frac{\hbar}{m_0}\mathbf q\cdot\mathbf p_{nn}+\frac{\hbar}{m_0}\sum_{l\ne n}\mathbf q\cdot\mathbf p_{nl}c_l .$$

Each $c_l$ is multiplied by another power of $q$, so its neglected part enters the energy at order $q^3$. Since $\mathbf p_{ln}=\mathbf p_{nl}^*$,

$$E_n(\mathbf k_0+\mathbf q)=E_n+\frac{\hbar}{m_0}\mathbf q\cdot\mathbf p_{nn}+\frac{\hbar^2q^2}{2m_0}+\frac{\hbar^2}{m_0^2}\sum_{l\ne n}\frac{|\mathbf q\cdot\mathbf p_{nl}|^2}{E_n-E_l}+O(q^3).$$

The linear term gives $\nabla_{\mathbf k}E_n=\hbar\mathbf p_{nn}/m_0$, which vanishes at a valley minimum. The curvature formula does not need it to vanish.

## 4. Reading off the tensor

Expand the square as

$$|\mathbf q\cdot\mathbf p_{nl}|^2=\sum_{ij}q_iq_j\,p^i_{nl}p^j_{ln}.$$

Exchanging $i$ and $j$ turns $p^i_{nl}p^j_{ln}$ into its complex conjugate. Its real part is therefore symmetric and its imaginary part antisymmetric. The factor $q_iq_j$ is symmetric, so the imaginary part cancels from the sum.

By the definition of the mass, the quadratic energy is $\tfrac12\hbar^2\sum_{ij}q_i(1/m)_{ij}q_j$. Matching coefficients and multiplying by $2m_0/\hbar^2$ gives

$$\boxed{\left(\frac{m_0}{m}\right)_{ij}=\delta_{ij}+\frac2{m_0}\sum_{l\ne n}\frac{\mathrm{Re}(p^i_{nl}p^j_{ln})}{E_n-E_l}}$$

The factor 2 comes from the $\tfrac12$ in the kinetic energy.

Keeping one partner and one direction recovers the two-level result. In the empty lattice, $V=0$, the eigenfunctions are plane waves. At a $\mathbf k_0$ where band $n$ is nondegenerate, $\mathbf p_{nl}=0$ for every $l\ne n$ and the tensor is $\delta_{ij}$, as it must be for a free electron.

## 5. How levels push the mass

Along a unit vector $\mathbf e$, level $l$ contributes

$$c_l(\mathbf e)=\frac{S_l}{E_n-E_l},\qquad S_l=\frac{2|\mathbf e\cdot\mathbf p_{nl}|^2}{m_0}\ge0 .$$

The strength $S_l$ is an energy. A level below gives $c_l\ge0$; a level above gives $c_l\le0$. Exchanging $n$ and $l$ leaves the numerator unchanged and reverses the denominator, so the curvature that one band gains from the pair is lost by the other. This is level repulsion.

The statement concerns the inverse mass. While $m_0/m$ is positive, lower levels make the electron lighter and upper levels make it heavier. Suppose one upper level lies a distance $d>0$ above $n$, and let $R_0>0$ be the inverse mass without its share. Then

$$\frac{m_0}{m}=R_0-\frac{S_l}{d}.$$

As $d$ decreases, the mass grows, diverges at $d_c=S_l/R_0$, and is negative for $d<d_c$. A hole has the opposite mass, $m_h=-m$. At a nondegenerate valence maximum the roles are therefore reversed: levels above make the hole lighter.

To vary a gap while keeping $S_l$ fixed, add to $H(\mathbf k_0+\mathbf q)$ the operator $s\,|u_l\rangle\langle u_l|$, with the same $u_l$ for every $\mathbf q$. It shifts $E_l$ by $s$ but leaves the eigenfunctions at $\mathbf k_0$ and the terms in $\mathbf q$ unchanged. If the gap is multiplied by $f$, the share becomes $c_l/f$. Halving the gap doubles the share, and $f=-1$ reverses it. This is a device for isolating one cause. A real change of potential would alter the matrix elements too.

## 6. Which levels act on a [001] valley

Let $Q$ denote the quarter-turn symmetry operation, and choose Bloch states with $Q\psi_l=\lambda_l\psi_l$, $|\lambda_l|=1$. The component $p_z$ is unchanged by the turn, so

$$\langle\psi_l|p_z|\psi_n\rangle=\lambda_l^*\lambda_n\langle\psi_l|p_z|\psi_n\rangle .$$

This element can be nonzero only if $\lambda_l=\lambda_n$. The combinations $p_x\pm ip_y$ acquire opposite factors $i$ and $-i$ under the turn. By the same argument they need $\lambda_l=\pm i\lambda_n$.

The levels that set $m_l$ are therefore different from those that set $m_t$, which is why the two masses can differ strongly. A level with $\lambda_l=-\lambda_n$ affects neither.

Where the symmetry also contains the reflection $x\to-x$, possibly combined with a fractional translation as in the diamond lattice, the transverse partners come in degenerate pairs. The reflection turns $p_x+ip_y$ into $-(p_x-ip_y)$ and returns the nondegenerate valley state up to a phase. It thus maps a partner with one factor onto a partner of equal energy with the other. Summing the shares over such a pair gives a result independent of the basis chosen within it.

## 7. A model valley

The model is a diamond lattice with cubic edge $a=0.54$ nm and atoms at $\pm\boldsymbol\tau$, $\boldsymbol\tau=a(1,1,1)/8$. Its potential has Fourier components $V_{\mathbf G}=v(\mathbf G)\cos(\mathbf G\cdot\boldsymbol\tau)$. The chosen values are $v=-2.9$, 0.5 and 1.1 eV at $|\mathbf G|^2=3$, 8 and 11 in units of $(2\pi/a)^2$, and zero otherwise. These are round parameters, not a prediction for a named material.

The Hamiltonian is diagonalized in 142 plane waves, those with $|\mathbf G+\mathbf k_c|^2\le27$ in the same units, where $\mathbf k_c=(0,0,0.85)$ in units of $2\pi/a$. The set is held fixed as $\mathbf k$ varies. The sum over the other 141 levels then belongs to the same matrix whose eigenvalues are differentiated.

The root of the slope $\hbar p^z_{nn}/m_0$ for the fifth band, the lowest conduction band, lies at $k_z=0.853\times2\pi/a$. The conduction edge is 1.00 eV higher at L and 2.68 eV higher at $\Gamma$. The perturbation sums at the valley are:

- transverse: $m_0/m_t=1+4.565-0.108=5.457$, so $m_t=0.183\,m_0$;
- longitudinal: $m_0/m_l=1+0.287-0.134=1.153$, so $m_l=0.867\,m_0$.

In each sum the second term comes from levels below and the third from levels above. Second differences of the diagonalized energies, extrapolated to zero step, give the same inverse masses, 5.457 and 1.153. With 322 plane waves $m_t$ is still $0.183\,m_0$ and $m_l$ is $0.867\,m_0$. The last digit of some values quoted here belongs to the 142-wave matrix. In the larger basis, and unchanged at 749 waves, $m_0/m_t$ is 5.455, and the values 3.742, 17.081 and 0.542 eV below become 3.743, 17.080 and 0.543 eV.

The transverse mass is light because of one degenerate pair, the top two valence bands at this $\mathbf k_0$. They lie 3.742 eV below the valley state and have a combined strength of 17.081 eV:

$$\frac{17.081}{3.742}=4.565 .$$

This accounts for the whole lower share to the digits given. The pair contributes nothing longitudinally, as the selection rule requires. There the lower share comes from the lowest valence band, with strength 2.988 eV and gap 10.407 eV:

$$\frac{2.988}{10.407}=0.287 .$$

The transverse strength is 5.7 times larger and its gap 2.8 times smaller, so its share is about 16 times larger. The longitudinal mass is near $m_0$ because both of its shares are small and they partly cancel.

The next conduction band lies just 0.542 eV above the valley, yet its share is zero within rounding along every cubic axis. That is the result expected for $\lambda_l=-\lambda_n$. A level with $\lambda_l=\lambda_n$ but opposite reflection parity would also be inactive, and the zeros alone do not distinguish the two cases. Applying the quarter-turn screw operation of the diamond lattice to the eigenvector gives $\lambda_l=-\lambda_n$. Halving its gap leaves both inverse masses at 5.457 and 1.153. Proximity has no effect on the mass without a matrix element.

## 8. Moving one level at a time

The projector device of section 5 gives the following inverse masses, obtained from second differences of the new eigenvalues.

Halving the gap to the transverse valence pair raises $m_0/m_t$ to 10.021, in agreement with $5.457+4.565$. The mass falls to about $0.100\,m_0$. Placing the pair equally far above the valley state gives $-3.673$, in agreement with $5.457-2(4.565)$. The coupling is the same, but the curvature has changed sign.

The strongest upper level in the longitudinal sum lies 17.884 eV above the valley and has strength 1.798 eV. Its share is $-1.798/17.884=-0.101$. Halving its gap lowers $m_0/m_l$ from 1.153 to 1.053, so the electron becomes heavier. Without this level the inverse mass would be $R_0=1.153+0.101=1.254$. The critical distance is

$$d_c=\frac{1.798\ \text{eV}}{1.254}=1.434\ \text{eV}.$$

At $0.8\,d_c$ the formula gives $1.254(1-1/0.8)=-0.314$, and the second differences give $-0.3135$. The point is no longer a minimum along [001].

## 9. The ellipsoid and its range

Near the minimum,

$$E-E_n=\frac{\hbar^2(q_x^2+q_y^2)}{2m_t}+\frac{\hbar^2q_z^2}{2m_l}.$$

At fixed energy each semiaxis is proportional to the square root of its mass. With $m_l/m_t=4.73$, the ellipsoid is $\sqrt{4.73}=2.2$ times longer along [001] than across it. Cubic symmetry supplies equal valleys on the other cube axes. If electrons populate all of them equally, a force $\mathbf F$ produces the mean acceleration $\langle1/m\rangle\mathbf F$. Each Cartesian direction is longitudinal for one third of the valleys, so

$$\left\langle\frac{m_0}{m}\right\rangle=\frac{2(5.457)+1.153}{3}=4.02 .$$

The mean response is isotropic, with mass $0.249\,m_0$, although each valley is anisotropic.

The parabola has a limited range. With $\hbar^2(2\pi/a)^2/2m_0=5.158$ eV, a displacement $q=0.10\times2\pi/a$ along [100] gives

$$5.158\times0.10^2\times5.457\ \text{eV}=281\ \text{meV}.$$

Diagonalization gives 269 meV, so the parabola is too high by 4.7% of the diagonalized energy. At $q=0.05\times2\pi/a$ the energies are 70.4 and 69.5 meV, an excess of about 1%.

The two-level model of section 2 gives a difference of similar size. Along $x$, one combination of the valence pair couples to the valley state, with

$$y=\frac{\hbar^2q^2}{2m_0}S=0.05158\times17.081=0.881\ \text{eV}^2$$

at the larger $q$. The two-level parabola exceeds the two-level root by

$$\frac yg-\frac g2\left(\sqrt{1+\frac{4y}{g^2}}-1\right)=13\ \text{meV},\qquad g=3.742\ \text{eV},$$

compared with 12.7 meV in the full model. At small $q$ the two-level difference is $y^2/g^3\propto q^4$. Doubling $q$ from 0.01 to 0.02 in units of $2\pi/a$ multiplies the full-model difference by 15.9, close to the limiting factor of 16.

The range is much shorter along [110]. There the parabola gives the same 281 meV at $q=0.10\times2\pi/a$, but diagonalization gives 194 meV, so the parabola is 45% too high. At $q=0.05\times2\pi/a$ the excess is already 10%. The cause is the conduction band 0.542 eV above the valley. It has no direct matrix element with the valley state, but the two are coupled through other levels by a term proportional to $q_xq_y$, which vanishes along [100]. Raising that band by 20 eV with the projector of section 5 brings the [110] energy at $q=0.10\times2\pi/a$ to 268 meV. A near level can thus leave the mass unchanged and still limit the range of the parabola.

## 10. Where the formula must change

If several bands are degenerate at $\mathbf k_0$, a denominator vanishes. The degenerate set must then be kept together, and the other levels eliminated as in section 3. The result is a matrix in $\mathbf q$ whose eigenvalues need not be described by one mass tensor each. A near-degeneracy with nonzero coupling, direct or through other levels, leaves the tensor defined but confines it to small $q$.

Spin-orbit coupling and nonlocal potentials change the operators that multiply $\mathbf q$. Write the expansion generally as

$$H(\mathbf k_0+\mathbf q)=H(\mathbf k_0)+\sum_iq_iA_i+\frac12\sum_{ij}q_iq_jB_{ij}+\dots$$

For a nondegenerate band, the elimination of section 3 then gives

$$\frac{\partial^2E_n}{\partial k_i\partial k_j}=\langle u_n|B_{ij}|u_n\rangle+2\sum_{l\ne n}\frac{\mathrm{Re}(\langle u_n|A_i|u_l\rangle\langle u_l|A_j|u_n\rangle)}{E_n-E_l}.$$

For a local potential without spin-orbit coupling, $A_i=\hbar(p_i+\hbar k_{0i})/m_0$ and $B_{ij}=\hbar^2\delta_{ij}/m_0$, which returns the boxed formula. In the general case the sum over levels keeps its sign rule, but the direct term need no longer be the free-electron one. With spin included, a crystal that has both inversion and time-reversal symmetry has levels that are at least doubly degenerate at every $\mathbf k$. For an isolated doublet of this kind the sum runs over the levels outside it.

Numbers in the example were calculated in double precision.
